Conductance of a wire with a side-coupled Kondo dot

**Problem**

An infinite chain carries current from left to right. A dot is attached to site 0 and to no other site, so that an electron can cross without entering it. The Hamiltonian is

H = −t Σ_jσ (c†_jσ c_j+1,σ + h.c.) + W Σ_σ c†_0σ c_0σ + V Σ_σ (d†_σ c_0σ + h.c.) + ε_d Σ_σ d†_σ d_σ + U n_d↑ n_d↓.

The temperature is zero, there is no magnetic field, and the Fermi energy μ lies inside the band. The ground state is assumed to be a Fermi liquid connected continuously to that at U = 0: the spin of the dot is screened.

(a) For W = 0, express the linear conductance G through a charge n, both spins counted, and say which charge this is. What happens at n = 1?

(b) How does the answer change when W ≠ 0, so that the direct path already scatters?

The algebra uses atomic units, but the conductance unit is written 2e²/h. The transmission T is G divided by this unit.

**A tempting solution**

Let Γ be the half-width that the wire gives to the dot level. At the Fermi energy, write the dot Green function as

G_d(μ) = 1/[Γ(−cot δ + i)].

For a dot between two equal leads the transmission is −Γ Im G_d. Since Im[1/(−cot δ + i)] = −1/(cot²δ + 1), this gives

T = 1/(cot²δ + 1) = sin²δ.

The Friedel sum rule relates the phase to the dot occupation, δ = πn/2. Hence G = (2e²/h) sin²(πn/2). At n = 1 the Kondo resonance sits at the Fermi energy and the wire conducts perfectly.

**Where it fails**

Raise the dot level far above μ. Then n → 0 and the dot drops out of the problem. With W = 0 the uniform chain must transmit perfectly, yet the formula gives zero.

The fault is the use of −Γ Im G_d as a transmission. That is justified when every electron crossing from left to right passes through the dot. Here the contacts meet at site 0, so the Green function needed is G₀₀, which contains the direct path, the detour through the dot, and their interference. There is also a smaller fault: the charge in the sum rule was taken to be the dot occupation without justification.

**The wire and the dot**

Let g_s be the Green function at the end of a half-chain. Adding one more site to a half-chain leaves it unchanged, so

g_s = 1/(E − t²g_s), or t²g_s² − E g_s + 1 = 0.

The retarded solution has a negative imaginary part:

g_s = (E − iv)/(2t²), v = √(4t² − E²) = 2t sin k, E = −2t cos k.

Here k is measured per lattice spacing, so v is an energy. Site 0 has two half-chains attached, and without the dot

g₀₀ = 1/(E − W − 2t²g_s) = 1/(iv − W).

Each half-chain adds the self-energy t²g_s = (E − iv)/2 to site 0. Its broadening, −2 Im(t²g_s), is v.

The repulsion acts on the dot alone, so the interaction self-energy Σ appears there alone:

G_d = 1/(E − ε_d − Σ − Δ), Δ = V²g₀₀.

An electron at site 0 may stay in the wire or visit the dot. Summing both possibilities gives

G₀₀ = g₀₀ + g₀₀V G_d V g₀₀ = g₀₀(1 + ΔG_d).

Because 1/G_d + Δ = E − ε_d − Σ, this becomes

G₀₀ = g₀₀ (E − ε_d − Σ) G_d.

Multiplying the numerator and denominator of g₀₀ by −W − iv gives

Δ(μ) = V²(−W − iv)/(v² + W²) = qΓ − iΓ,

Γ = V²v/(v² + W²), q = −W/v.

**The current formula**

Let A = −2 Im G₀₀ be the spectral function of site 0 for one spin, and N its occupied part. Lead α fills the empty part A − N in proportion to its occupation f_α, and drains N in proportion to 1 − f_α. The net current from that lead is therefore

I_α = (e/h) ∫ v [f_α(A − N) − (1 − f_α)N] dE = (e/h) ∫ v (f_αA − N) dE.

The leads do not interact, so their tunnelling self-energy is fully given by t²g_s; interactions on the dot enter through A and N. In a steady state I_L = −I_R. Taking half the difference removes the unknown N:

I = (I_L − I_R)/2 = (e/h) ∫ v (f_L − f_R)(−Im G₀₀) dE.

A small voltage makes f_L − f_R equal to −f′ times the energy bias. With both spins,

G = (2e²/h) ∫ (−f′)(−v Im G₀₀) dE.

At zero temperature −f′ selects E = μ. An electron at energy ω above μ can decay by creating a particle–hole pair. The three final energies must share ω, and their phase space shrinks as ω². Thus Im Σ(μ) = 0 in the Fermi liquid. From

1/G₀₀ = iv − W − V²/(μ − ε_d − Σ)

it follows that Im(1/G₀₀) = v. Since Im(1/z) = −Im z/|z|²,

T = −v Im G₀₀ = v²|G₀₀|².

All scattering at the Fermi energy is elastic.

Define the phase, with 0 < δ < π, by

cot δ = [ε_d + Re Σ(μ) + qΓ − μ]/Γ.

Then 1/G_d = Γ(−cot δ + i), while μ − ε_d − Σ = Γ(q − cot δ). For W = 0 we have q = 0 and |g₀₀|² = 1/v², so

T = cot²δ/(cot²δ + 1) = cos²δ.

The tempting expression sin²δ is 1 − T. For a perfect wire it is the reflection probability.

**Which charge fixes the phase**

For a normalized spectral density ρ,

G_d(μ + iy) = ∫ ρ(ω)/(μ − ω + iy) dω.

The real part of the fraction is (μ − ω)/[(μ − ω)² + y²]. Its integral over y from 0 to ∞ is (π/2) sgn(μ − ω). Therefore the dot charge per spin is

n_dσ = 1/2 + (1/π) ∫₀^∞ Re G_d(μ + iy) dy.

The dot also changes the charge of the chain. On site j the change of the Green function is g_j0V²G_d g_0j. The wire Green function is g = (z − h)⁻¹, with h its one-electron Hamiltonian, so g′ = −g² and

Σ_j g_0j g_j0 = −g₀₀′, Σ_j δG_jj = −Δ′G_d.

Primes on g₀₀, Δ and Σ denote d/dz. The chain sites existed before the dot was attached, so they add no further constant 1/2. The total displaced charge per spin is

n_σ = 1/2 + (1/π) ∫₀^∞ Re[G_d(1 − Δ′)] dy.

Set D = 1/G_d, so that D′ = 1 − Σ′ − Δ′. Then

G_d(1 − Δ′) = D′/D + G_dΣ′.

Along z = μ + iy, d(ln D)/dy = iD′/D, and hence Re(D′/D) = d(arg D)/dy. Since Im G_d < 0 in the upper half-plane, Im D > 0 and arg D stays between 0 and π. It starts at π − δ, because D(μ) = −Γe^(−iδ)/sin δ, and ends at π/2, because D → iy. The first term thus integrates to δ − π/2:

n_σ = δ/π + (1/π) ∫₀^∞ Re(G_dΣ′) dy.

The last integral vanishes. To see this, let Φ[G_d] be the sum of closed skeleton diagrams, whose variation with respect to G_d gives Σ. The interaction conserves each spin species, so every line of spin σ belongs to a closed loop. Shifting the imaginary frequency of all these lines together respects energy conservation at every vertex. At zero temperature the frequencies are continuous, and the shift merely relabels integration variables. Φ does not change, so

∫ Σ dG_d = 0,

taken along the whole imaginary direction, including the jump of G_d at y = 0. Now integrate by parts. At the ends G_d → 0 while Σ stays finite. At y = 0 there is no jump in Σ, because Im Σ(μ) = 0. Hence ∫ G_d dΣ = 0, which is ∫ G_dΣ′ dy = 0 over all y. The values at −y are complex conjugates of those at y, so the integral over positive y of the real part is zero too.

This argument works term by term in the skeleton series. It relies on the assumed continuous connection to U = 0, for which that series describes the ground state. The result is

δ = πn_σ.

Without a field, n_σ = n/2. The answer to (a) is

G = (2e²/h) cos²(πn/2),

where n is the charge that attaching the dot adds to dot and chain together, at fixed μ. It becomes the dot occupation when ∫₀^∞ Re(G_dΔ′) dy is negligible, as for a wide, flat band. At n = 1 the wire is blocked.

The distinction can be seen at U = 0. For t = 1 eV, μ = −0.6 eV, V = 0.8 eV, W = 0 and ε_d = 0.3 eV, solving for the scattered wave gives T = 0.878. The displaced charge is 0.2271 and reproduces this value. The dot occupation is 0.2016 and would give 0.903. At μ = 0, V = 0.2 eV and ε_d = 0.01 eV the two charges are 0.7048 and 0.7047, and the distinction hardly matters.

**A direct path that scatters**

For W ≠ 0 the bare transmission is

T_b = v²|g₀₀|² = v²/(v² + W²) = 1/(1 + q²).

Introduce the reduced energy

ε = −cot δ = [μ − ε_d − Re Σ(μ) − qΓ]/Γ.

The numerator of G₀₀ contains Γ(ε + q), and |G_d|² = 1/[Γ²(ε² + 1)]. Therefore

T = T_b (ε + q)²/(ε² + 1),

which is the Fano form. Put q = tan θ with |θ| < π/2, so that T_b = cos²θ. Since 1/(ε² + 1) = sin²δ,

T = cos²θ (tan θ sin δ − cos δ)²
= (sin θ sin δ − cos θ cos δ)²
= cos²(δ + θ).

The answer to (b) is

G = (2e²/h) cos²(πn/2 + θ), tan θ = −W/v.

Here n is measured relative to the wire with W already present. The potential has added a phase to the direct path. At n = 0 or 2 the result is T_b. At n = 1 it is

T = sin²θ = 1 − T_b.

Kondo screening therefore blocks a perfect wire completely, but leaves an imperfect one with the complement of its bare transmission.

The zero lies at δ + θ = π/2, or n = 1 − 2θ/π. To measure the asymmetry, compare n with 2 − n, which replaces δ by π − δ:

cos²(δ + θ) − cos²(δ − θ) = −sin 2δ sin 2θ.

It vanishes for a perfect wire, θ = 0, and also as the direct path closes, |θ| → π/2. In that second limit T → sin²δ. The tempting formula is recovered where it belongs: the direct amplitude is gone, and transmission relies on the dot resonance.

**An interacting dot in numbers**

Take the round model values t = 1 eV, μ = 0, W = 0, V = 0.2 eV and U = 0.2 eV. Then v = 2 eV and

Γ = V²/v = 0.04/2 = 0.02 eV.

The interacting problem is solved by the numerical renormalization group. The bath is represented by a chain whose hoppings fall geometrically, by a factor that approaches √3 per bond, diagonalized site by site while the 240 lowest states are kept, together with any degenerate with the last. It describes a flat band of half-width 2 eV, an approximation to the actual chain near its centre. The dot charge comes from the ground state. The phase comes separately, from the energies for adding and removing one electron. For each spin the tests require n_dσ and δ/π to agree within 0.01, an allowance for finite bandwidth and truncation. The conductances below use the phase.

With the level at −0.10 eV, the dot is symmetric: adding the first electron releases 0.10 eV and adding a second costs 0.10 eV, five times Γ in each case. Neither bare level is at μ. Nevertheless n = 1.000, δ/π = 0.500 and T = 0.000. Many-body screening has supplied the resonance, whose quasiparticle half-width is about 0.0013 eV, far below Γ. The phase is evaluated at μ, and it varies with energy on this small scale; the zero-temperature result needs k_BT well below it.

Moving the level to −0.06 eV changes the charge to n = 0.90, and T is still 0.025. A noninteracting dot moved by the same 0.04 eV from its resonance gives

T = 0.04²/(0.04² + 0.02²) = 0.80.

Repulsion holds the charge near one, and the sum rule then holds the phase near π/2. This widens the blocked range of gate settings even though the resonance in energy is narrow. At levels of −0.02, 0.02 and 0.06 eV, T rises to 0.27, 0.77 and 0.93 as the dot empties.

A magnetic field separates the effect of charge from that of screening. The derivation of δ_σ = πn_σ applies to each spin, since the spin species are conserved separately. For W = 0,

G = (e²/h) Σ_σ cos²(πn_σ).

At the symmetric point, a Zeeman splitting of 0.05 eV applied to the dot alone, much larger than the quasiparticle width, gives n_↑ = 0.940 and n_↓ = 0.060. Their sum is still one. The phases are 0.938π and 0.062π, so both spins transmit with

cos²(0.062π) ≈ 0.96.

The conductance returns from zero to about 75 μS, compared with 77.5 μS for the perfect wire. The splitting is a model value: with a g-factor of 2 it would take a field of about 430 T, so an experiment needs a dot with much smaller energy scales. Charge one does not block the wire by itself; the blocking at zero field needs half an electron of each spin. A noninteracting level at μ also meets that condition. What Kondo screening adds is that it is met with both bare levels far from μ.

**The Fano line in numbers**

Now set W = 1 eV. Then q = −1/2, θ = −0.464 and T_b = 1/(1 + 0.25) = 0.80. To keep Γ = 0.02 eV, the coupling must satisfy

V² = Γ(v² + W²)/v = 0.02 × 5/2 = 0.05 eV²,

or V = 0.224 eV. The wire shifts the level by qΓ = −0.01 eV. If the gate energy is taken as the shifted level ε_d + qΓ, the charges and phases found above can be reused. This neglects the energy dependence of Δ away from μ; at μ = 0 its linear term vanishes because v′ = 0.

At n = 1, T has become 0.20, or 15.5 μS: screening reduces the wire from 80 to 20 per cent of 2e²/h without closing it. The zero has moved to n = 1.295, and perfect transmission occurs at n = 0.295. Levels of −0.02 and −0.18 eV, mirror images about the symmetric point, have n = 0.649 and 1.351. With the perfect wire both gave T = 0.27. They now give 0.72 and about 0.008. In the flat-band approximation the dot charges are mirror images as before; the asymmetry comes from the phase of the direct path.

The full set of values is in the numerical output below.

Computed results

```
T = conductance in units of 2e^2/h; n = charge, both spins
2e^2/h = 77.481 microsiemens; chain hopping t = 1.0 eV
Noninteracting chain tests (energies in eV):
 mu=0.0 V=0.2 W=0.0 eps=0.01: n displaced=0.7048, n dot=0.7047
   T wave=0.20000, T from displaced n=0.20000, T from dot n=0.20013
 mu=-0.6 V=0.8 W=0.0 eps=0.30: n displaced=0.2271, n dot=0.2016
   T wave=0.87802, T from displaced n=0.87802, T from dot n=0.90304
 mu=-0.6 V=0.8 W=1.0 eps=-0.40: n displaced=0.8525, n dot=0.8157
   T wave=0.42925, T from displaced n=0.42925, T from dot n=0.48693
 mu=0.9 V=0.5 W=-0.7 eps=0.20: n displaced=1.8829, n dot=1.9138
   T wave=0.96446, T from displaced n=0.96446, T from dot n=0.94434
Interacting dot: U=0.20 eV, Gamma=0.020 eV, flat band half-width=2.0 eV
NRG: Lambda=3.0, bath sites=21, states kept=240
V for W=0: 0.200 eV
U=0 check, level 0.02 eV: n NRG=0.4976, n diagonalization=0.4977
Gate sweep (level = shifted dot level in eV):
 level=-0.18: n=1.3514, delta/pi=0.6751, T phase=0.2733, T charge=0.2750
 level=-0.10: n=1.0000, delta/pi=0.5000, T phase=0.0000, T charge=0.0000
 level=-0.06: n=0.8987, delta/pi=0.4492, T phase=0.0253, T charge=0.0251
 level=-0.02: n=0.6486, delta/pi=0.3249, T phase=0.2733, T charge=0.2750
 level=0.02: n=0.3160, delta/pi=0.1597, T phase=0.7687, T charge=0.7732
 level=0.06: n=0.1718, delta/pi=0.0880, T phase=0.9255, T charge=0.9289
Quasiparticle half-width at n=1: 1.3e-03 eV
U=0 dot detuned by 0.04 eV: T=0.8000
Zeeman splitting 0.05 eV, level -0.10 eV:
 n up=0.9402, n down=0.0598
 delta/pi up=0.9380, down=0.0620
 T phase=0.9626, T charge=0.9651, G=74.58 microsiemens
Fano wire: W=1.0 eV, v=2.0 eV, V=0.2236 eV
 q=-0.500, theta=-0.4636 rad, T_b=0.8000
 level shift q*Gamma=-0.0100 eV
 Fano zero at n=1.2952, unit transmission at n=0.2952
 level=-0.18 eV: n=1.3514, T Fano=0.0075
 level=-0.10 eV: n=1.0000, T Fano=0.2000
 level=-0.06 eV: n=0.8987, T Fano=0.3408
 level=-0.02 eV: n=0.6486, T Fano=0.7205
 level=0.02 eV: n=0.3160, T Fano=0.9986
 level=0.06 eV: n=0.1718, T Fano=0.9654
 G at n=1 with W: 15.50 microsiemens
```
